# Valley repopulation and the donor hyperfine constant under [100] stress, part 2

How does uniaxial stress along [100] change the contact hyperfine constant $A$ of a shallow donor in silicon? The stress $\sigma$ is positive for tension and negative for compression.

The donor state is $\psi=\sum_j\alpha_j\Phi_j$, with $\Phi_j=F_ju_j$ and $\sum_j|\alpha_j|^2=1$. Here $j$ runs over the six valleys $\pm x,\pm y,\pm z$, $F_j$ is the envelope and $u_j$ the Bloch function. Phases are chosen so that all $\Phi_j(0)$ are equal at the nucleus. With $\Phi_j(0)$ held fixed under strain,

$$\frac{A}{A(0)}=\frac16\Big|\sum_j\alpha_j\Big|^2. \tag{7}$$

The six-valley matrix has the valley shifts on its diagonal, $g$ between opposite valleys and $f=-\Delta_c$ between perpendicular ones. Without strain its levels are the singlet $A_1$, triplet $T_2$ and doublet $E$:

$$E(A_1)=g+4f,\qquad E(T_2)=-g,\qquad E(E)=g-2f. \tag{9}$$

$$W=E(E)-E(A_1)=-6f=6\Delta_c. \tag{10}$$

Stress shifts the $x$ valleys by $D=\Xi_u(\varepsilon_{xx}-\varepsilon_{yy})$ relative to the other four. $\Xi_u$ is a deformation potential, and $c_{11}$, $c_{12}$ are elastic constants:

$$\varepsilon_{xx}-\varepsilon_{yy}=\frac{\sigma}{c_{11}-c_{12}},\qquad \varepsilon_{xx}+2\varepsilon_{yy}=\frac{\sigma}{c_{11}+2c_{12}}. \tag{14}$$

The second combination is the volume strain.

The symmetric state is $\cos\theta\,|X\rangle+\sin\theta\,|Y\rangle$, where

$$|X\rangle=\frac{|{+x}\rangle+|{-x}\rangle}{\sqrt2},\qquad |Y\rangle=\frac{|{+y}\rangle+|{-y}\rangle+|{+z}\rangle+|{-z}\rangle}{2}. \tag{15}$$

It gives

$$\frac{A}{A(0)}=\frac{(\sqrt2\cos\theta+2\sin\theta)^2}{6}
=\frac{\cos^2\theta}{3}+\frac{2\sin^2\theta}{3}+\frac{2\sqrt2}{3}\sin\theta\cos\theta. \tag{20}$$

Minimizing the energy leads to the Wilson-Feher formula

$$\frac{A(\chi)}{A(0)}=\frac12\left[1+\frac{1+\chi/6}{\sqrt{1+\chi/3+\chi^2/4}}\right],\qquad \chi=\frac{2D}{W}. \tag{1}$$

For $g\le0$ this state is lowest at any stress. The odd $x$ state, antisymmetric in $\pm x$, has energy $-g+D$ and no density at the nucleus.

The derivative of (1), stated earlier and derived below, is

$$\frac{d}{d\chi}\frac{A(\chi)}{A(0)}=-\frac{\chi}{9}\left(1+\frac{\chi}{3}+\frac{\chi^2}{4}\right)^{-3/2}. \tag{2}$$

### Why the linear term is absent

Let $Q=1+\chi/3+\chi^2/4$ and $N=1+\chi/6$, so that (1) reads $A/A(0)=\tfrac12(1+NQ^{-1/2})$. Its derivative is

$$\frac{d}{d\chi}\frac{A}{A(0)}=\frac{N'Q-\tfrac12NQ'}{2Q^{3/2}},\qquad N'=\frac16,\quad \frac{Q'}2=\frac16+\frac\chi4. \tag{25}$$

The two products in the numerator are

$$N'Q=\frac16+\frac\chi{18}+\frac{\chi^2}{24},\qquad
\frac{NQ'}2=\frac16+\frac\chi4+\frac\chi{36}+\frac{\chi^2}{24}. \tag{26}$$

The constant and quadratic terms cancel in the difference. The linear terms give $\chi(2-9-1)/36=-2\chi/9$. Division by $2Q^{3/2}$ yields (2).

Since $Q=(1+\chi/6)^2+2\chi^2/9$ is positive, the derivative has the sign of $-\chi$. The ratio therefore falls on both sides of $\chi=0$. Expanding $Q^{-3/2}\simeq1-\chi/2$ and integrating (2) gives

$$\frac{A}{A(0)}=1-\frac{\chi^2}{18}+\frac{\chi^3}{54}+O(\chi^4). \tag{27}$$

The cubic term makes compression more effective than tension of the same size.

Perturbation theory shows the cause. In the space of $|X\rangle$ and $|Y\rangle$ the unstrained states are

$$|A_1\rangle=\frac{|X\rangle+\sqrt2\,|Y\rangle}{\sqrt3},\qquad |E\rangle=\frac{\sqrt2\,|X\rangle-|Y\rangle}{\sqrt3}. \tag{28}$$

Strain couples them through $D\langle E|X\rangle\langle X|A_1\rangle=\sqrt2D/3$. The first-order amplitude of the doublet is this element divided by $-W$. The doublet contributes nothing at the nucleus, so $A$ changes only through the loss of singlet weight, which is the square of the amplitude:

$$1-\frac{A}{A(0)}\simeq\frac{2D^2}{9W^2}=\frac{\chi^2}{18}. \tag{29}$$

A symmetry argument goes beyond the six-state model. The isotropic hyperfine constant is unchanged when the strain is transformed by an operation of the tetrahedral site group. Its linear term must be an invariant linear combination of strain components, and the trace is the one such combination. A traceless strain thus has no linear effect on $A$, whatever the envelopes do, while a volume strain may have one.

### Saturation

For compression put $\chi=-s$ with $s\gg1$. Then

$$Q^{-1/2}=\frac2s\left(1-\frac4{3s}+\frac4{s^2}\right)^{-1/2}=\frac2s\left(1+\frac2{3s}+O(s^{-2})\right). \tag{30}$$

Multiplication by $N=1-s/6$ gives

$$NQ^{-1/2}=-\frac13+\frac2s-\frac2{9s}+O(s^{-2})=-\frac13+\frac{16}{9s}+O(s^{-2}), \tag{31}$$

and hence

$$\frac{A}{A(0)}=\frac13+\frac{8}{9|\chi|}+O(\chi^{-2})\qquad(\chi\to-\infty). \tag{32}$$

For tension, $N=1+\chi/6$ and the correction in (30) changes sign. The product is then $1/3+2/\chi-2/(9\chi)$, so

$$\frac{A}{A(0)}=\frac23+\frac{8}{9\chi}+O(\chi^{-2})\qquad(\chi\to+\infty). \tag{33}$$

The limits follow from counting. An electron shared equally and in phase by $n$ valleys has $\alpha_j=1/\sqrt n$, so (7) gives $(n/\sqrt n)^2/6=n/6$. Compression leaves two valleys and tension leaves four.

The approach is slow because $A$ depends on amplitudes. A small amplitude $\sin\theta$ in $|Y\rangle$ enters the density (20) linearly, while the population of $|Y\rangle$ is its square.

### Phosphorus in silicon

The following rough typical parameters are used: $W=13$ meV, a singlet-triplet splitting of 12 meV, $\Xi_u=9$ eV, $A(0)=120$ MHz, $c_{11}=170$ GPa and $c_{12}=64$ GPa. Equation (10) gives $f=-13/6=-2.17$ meV. From (9) the singlet-triplet splitting is $-2g-4f$, so $g=-(12-8.67)/2=-1.67$ meV. It is negative, and the symmetric state stays lowest at any stress.

Take a compression of 1000 MPa. By (14), $\varepsilon_{xx}-\varepsilon_{yy}=-1/106=-0.94\%$, and

$$D=9000\ \text{meV}\times\left(-\frac1{106}\right)=-84.9\ \text{meV},\qquad \chi=\frac{2(-84.9)}{13}=-13.06. \tag{34}$$

Then $N=-1.177$ and $Q=1-4.354+42.66=39.30$, so

$$\frac{A}{A(0)}=\frac12\left(1-\frac{1.177}{6.269}\right)=0.406,\qquad A=49\ \text{MHz}. \tag{35}$$

With the envelopes held fixed, the $x$ valleys hold 99.4% of the electron, yet the ratio is well above one third. The remaining population of 0.57% corresponds to an amplitude of 0.075. Equation (20) then gives $(1.410+0.151)^2/6=0.406$, where the second term in the bracket comes from that small amplitude.

| Stress (MPa) | $\chi$ | $A/A(0)$ from (1) |
|---:|---:|---:|
| −10 | −0.131 | 0.999 |
| −100 | −1.31 | 0.893 |
| −300 | −3.92 | 0.592 |
| −1000 | −13.1 | 0.406 |
| −3000 | −39.2 | 0.357 |
| +1000 | +13.1 | 0.729 |

According to (1), the ratio comes within 10% of one third at a compression of about 2.1 GPa. The formal limit is $A=40$ MHz.

### Envelope relaxation

The derivation held $\Phi_j(0)$ fixed. To see when this is justified, let the short-range part of the donor potential be an attraction $-v(r)$ with the same matrix element between any two valleys, including a valley with itself. Let $h_0$ be the single-valley Hamiltonian with the screened Coulomb attraction, and let $F_j$ now include the amplitude $\alpha_j$. With $S=\sum_jF_j$, the envelopes obey

$$(h_0+D_j-E)F_j=v\,S, \tag{36}$$

where $D_j$ is the shift of valley $j$. Let $\varphi$ be the ground state of $h_0$, with energy $\epsilon_0$. Inverting (36) and separating the contribution of $\varphi$ gives

$$F_j=\varphi\,\frac{\langle\varphi|v|S\rangle}{\epsilon_0+D_j-E}+G'_j\,v\,S. \tag{37}$$

The operator $G'_j$ contains the excited states of $h_0$. The first excited s state lies three quarters of an effective Rydberg above $\varphi$. If $|\epsilon_0+D_j-E|$ is much smaller than this, $G'_j$ is nearly the same operator $G'$ for every valley. The coefficient of $\varphi$ in (37) is the amplitude $\alpha_j$. Summing over valleys gives

$$S=\Big(\sum_j\alpha_j\Big)\varphi+6G'vS\quad\Longrightarrow\quad S=\Big(\sum_j\alpha_j\Big)s,\qquad s=(1-6G'v)^{-1}\varphi. \tag{38}$$

The function $s$ does not depend on strain. Inserting (38) in the definition of $\alpha_j$ gives

$$(\epsilon_0+D_j-E)\,\alpha_j=w\sum_i\alpha_i,\qquad w=\langle\varphi|v|s\rangle, \tag{39}$$

which is the six-valley problem with $f=g=-w$ and $W=6w$. The density at the nucleus is proportional to $|\sum_j\alpha_j|^2|s(0)|^2$. The core potential does enhance it, but by a factor common to all strains, which cancels in the ratio. What remains are the admixture of excited states in the normalization and the differences among the $G'_j$.

This was tested by solving (36) numerically with a Gaussian core of depth 0.002 effective Rydberg and range 0.3 effective Bohr radius. For six values of $\chi$ between $-20$ and $20$ the ratio agreed with (1) within $3.3\times10^{-7}$.

The argument therefore assures saturation at one third when $|D|$ is much larger than $W$ but much smaller than the envelope excitation energy. This condition is sufficient, not necessary: a weak core can leave the ratio near one third at larger shifts too. With a rough effective Rydberg of 31 meV, that energy is $0.75\times31=23$ meV, against $W=13$ meV. Phosphorus in silicon has no such range of $D$, so the argument does not assure the limit of one third there.

When $|D|$ is larger, the four raised valleys respond less to the core, and the enhancement at the nucleus weakens. A core of range $r_c$ involves kinetic energies of order one Rydberg times $(a^*/r_c)^2$, where $a^*=1.99$ nm is the effective Bohr radius for a relative permittivity of 11.7. Once $|D|$ far exceeds this energy, the factor 6 in (38) is in effect replaced by 2.

The same numerical model was solved with the core depth adjusted to give $W=13$ meV. At a compression of 1000 MPa it gives $A/A(0)=0.32$ for a core range of 0.4 nm and 0.33 for 0.8 nm. These values lie about 20% below the 0.406 of (1). The formal limits, computed at $|D|=10^4$ Rydberg, are 0.12 and 0.18. They belong to shifts far above the core energies of roughly 770 and 190 meV for the two ranges, and they are not predictions for an attainable stress. The isotropic mass and the schematic core make all these numbers estimates of size.

The linear term stays absent at full coupling. The antisymmetric difference quotient at $\chi=\pm0.02$ is $7.3\times10^{-6}$ for both ranges. The cubic term in (27) alone accounts for $\chi^2/54=7.4\times10^{-6}$.

### Volume strain, alignment and temperature

At 1000 MPa of compression the volume strain is $-1/298=-0.34\%$. Suppose that $A$ changes by a fraction of order 10 per unit volume strain. This coefficient is an assumed size and depends on the donor. For phosphorus it may be two to three times larger, and the figures derived from it here and in the next section scale in proportion: a coefficient of 26 would move the crossover given below from 3.5 MPa to about 9 MPa. The change is then 0.034 of $A(0)$ at 1000 MPa and is proportional to stress. It equals the quadratic term $\chi^2/18$ at 3.5 MPa. Below that stress the response is mainly linear, so a measurement at very small stress would not show the parabola of (27) by itself.

If the stress axis is tilted by an angle $\beta$ from $x$ towards $y$, the diagonal strains shift the $x$ and $y$ valleys by $D\cos^2\beta$ and $D\sin^2\beta$ relative to $z$. The shift of $x$ relative to the mean of $y$ and $z$ is $D(1-\tfrac32\sin^2\beta)$. For $3^\circ$ this reduces $|\chi|$ by 0.4%. Diagonalization at 1000 MPa of compression gives a rise of $A/A(0)$ by $3.2\times10^{-4}$. Effects of the accompanying shear strain on the band structure are left out.

Temperature matters through the odd $x$ state, which the stress lowers together with the ground state. In the six-valley model with fixed envelopes, their separation is 3.8 meV at 1000 MPa of compression and tends to $2|g|=3.3$ meV. The population of excited 1s states is then $1.6\times10^{-5}$ at 4 K but 10% at 20 K. These populations depend exponentially on the separation, which envelope relaxation reduces somewhat, so the value at 4 K in particular may be several times larger. The odd state has no density at the nucleus. If the electron moves between the two states quickly compared with the hyperfine frequency, the mean $A$ at 20 K is therefore lower by about 10% in the fixed-envelope model, and by somewhat more when relaxation narrows the separation.

### Real devices

Phosphorus donors used as spin qubits sit in silicon near metal gates, whose thermal contraction produces strains of roughly $10^{-4}$ to $10^{-3}$ at low temperature. The upper figure corresponds to the row for $-100$ MPa if the strain has the form assumed here. Equation (1) then lowers $A$ by 11%, while the assumed volume coefficient contributes about 0.3%, or about 0.9% for a coefficient of 26. At the lower figure, close to the row for $-10$ MPa, (1) lowers $A$ by only 0.1%, and the volume term, 0.03% to 0.09% for these two coefficients, is no longer negligible beside it. The strain under a gate is neither uniform nor uniaxial along [100], so each donor needs its own three valley shifts in the six-valley matrix.

A silicon layer stretched in the (001) plane is another case. Its two $z$ valleys are lowered relative to the four in-plane valleys, and (1) applies with $D=\Xi_u(\varepsilon_{zz}-\varepsilon_{xx})$. An in-plane strain of roughly 1% gives $\varepsilon_{zz}=-2(c_{12}/c_{11})\times1\%=-0.75\%$, hence $D\simeq-158$ meV and $\chi\simeq-24$. The formula then yields about 0.37. This shift is nearly twice that of the 1000 MPa example, where the envelope estimate already lies about 20% below (1). If the envelope model has the right trend, envelope relaxation alone lowers $A$ below the repopulation value by at least a comparable fraction. The volume strain of the layer is about $2\%-0.75\%=1.25\%$, for which the assumed coefficient gives a further change of roughly 12%, if the linear dependence still holds at so large a strain, and proportionally more for a larger coefficient. Its sign is not fixed here, so it may add to the envelope effect or offset part of it. The values behind the example of phosphorus under [100] stress are collected in the numerical output.

## Table of computed values

```
Inputs (rough, phosphorus in silicon)
A1-E splitting W = 13.0 meV; A1-T2 = 12.0 meV
Xi_u = 9.0 eV; A(0) = 120 MHz
c11 = 170 GPa; c12 = 64 GPa
coupling f = -2.167 meV; g = -1.667 meV
At -1000 MPa along [100]:
  strain e_xx = -0.741 %
  strain e_yy = 0.203 %
  volume strain = -0.336 %
  valley shift D = -84.9 meV
  x-valley population = 0.9943
Stress (MPa), chi, A/A(0), A (MHz)
     -10    -0.1306  0.99901  119.88
    -100    -1.3062  0.89289  107.15
    -300    -3.9187  0.59228  71.07
   -1000   -13.0624  0.40612  48.73
   -3000   -39.1872  0.35658  42.79
    1000    13.0624  0.72926  87.51
Limit, strong compression: A = 40.0 MHz
Within 10% of 1/3 at stress = -2113 MPa
Neglected effects
Envelope model: Rydberg = 31 meV, eps_r = 11.7
  effective Bohr radius = 1.99 nm
  weak-coupling error of formula = 3.3e-07
  core range 0.4 nm: A/A(0) at -1000 MPa = 0.323
    strong-compression limit = 0.124
    slope per unit chi at 0 = 7.3e-06
  core range 0.8 nm: A/A(0) at -1000 MPa = 0.333
    strong-compression limit = 0.177
    slope per unit chi at 0 = 7.3e-06
Assumed volume coefficient = 10
  |dA/A(0)| at -1000 MPa = 0.034
  equals quadratic term at |stress| = 3.5 MPa
3 degree tilt at -1000 MPa: change of A/A(0) = 3.2e-04
Gap to next 1s level at -1000 MPa = 3.80 meV
  its strong-compression limit 2|g| = 3.33 meV
  excited 1s population at 4 K = 1.6e-05
  excited 1s population at 20 K = 9.9e-02
```
